Migration entropy and diffusion prefactor from the softening shear modulus

**Problem**

An interstitial atom in a bcc crystal sits on octahedral sites and jumps between neighbouring ones. Treat each jump, in a simplified picture, as forcing open a gate between host atoms. Model the gate as a spherical hole of radius R = 1.2 Å in an isotropic elastic medium, to be widened by g = 0.2 R = 0.24 Å. The shear modulus at constant pressure is

μ(T) = μ_c − A / [exp(θ/T) − 1],

with μ_c = 80 GPa, A = 9 GPa and θ = 300 K. The lattice parameter is a = 2.9 Å, and the attempt frequency for a jump to one given neighbour is ν = 1.0 × 10¹³ s⁻¹. These are round model parameters.

(a) Zener's argument takes the migration free energy to be elastic work. Use it to express the migration entropy S through the slope of μ(T) and the activation enthalpy H read from an Arrhenius plot.

(b) Estimate S and the diffusion prefactor for a plot covering 800 to 1000 K.

(c) How far does the answer move if part of the barrier is not elastic, if the lattice expands, or if the modulus slope is uncertain?

**Solution**

**The work of opening the gate**

For a purely radial displacement w(r), elastic equilibrium requires a uniform dilation:

d/dr (dw/dr + 2w/r) = 0.

Call the uniform dilation 3c. Multiplying by r² gives d(r²w)/dr = 3c r², so w = c r + b/r². The displacement must vanish far away, hence c = 0. It must equal g at r = R, hence b = gR²:

w(r) = g R²/r².

The strains are

e_rr = dw/dr = −2gR²/r³,  e_θθ = e_φφ = w/r = gR²/r³.

Their sum is zero. The medium is sheared but not compressed, so the bulk modulus drops out. The energy density of a shear strain is μ times the sum of the squared strain components:

μ (4 + 1 + 1) g²R⁴/r⁶ = 6μ g²R⁴/r⁶.

Integrating over the medium outside the hole gives

W = ∫_R^∞ 4πr² (6μ g²R⁴/r⁶) dr = 24πμ g²R⁴ × 1/(3R³) = 8πμ R g².

With the low-temperature modulus this is

W = 8π × (80 × 10⁹ Pa) × (1.2 × 10⁻¹⁰ m) × (0.24 × 10⁻¹⁰ m)² = 1.39 × 10⁻¹⁹ J = 0.867 eV.

Two simplifications are included here. The interstitial itself is rigid, and the strain energy it already causes in its stable site is neglected. The second need not be small in a real bcc crystal. The octahedral site has two host atoms at a/2 = 1.45 Å, while halfway through the jump the four nearest are at √5 a/4 = 1.62 Å. The real barrier is thus a difference between two strained states, and the gate is a stand-in that gives it a convenient size. If both energies scale with the same μ, the subtraction changes the constant in front of μ but not the argument below. If they follow different shear constants, one modulus is not enough.

**Why the slope of a modulus is an entropy**

Elastic work done at constant temperature is a free energy. For a uniform shear γ of a volume V,

ΔG = ½ Vμ(T) γ²,

and the entropy that goes with it is

ΔS = −∂ΔG/∂T = −½ γ² d(Vμ)/dT.

If the product Vμ falls on heating, the sheared crystal has more entropy than the unsheared one. In terms of atoms, its vibrations are softer on average. A classical mode of frequency ω contributes −k ln ω to the entropy, apart from terms that do not depend on strain, so lower frequencies mean higher entropy.

A small model crystal shows the two descriptions side by side. Take an fcc lattice with nearest-neighbour Morse bonds

φ(r) = D_b {exp[−2q(r − r₀)] − 2 exp[−q(r − r₀)]},  q r₀ = 5,

at kT = 0.10 D_b and zero pressure. Stretch it by exp(γ/2) along one cubic axis and exp(−γ/2) along another. For each shape, choose the overall scale that minimizes the static energy plus the classical vibrational free energy, summed over a 6 × 6 × 6 grid of wavevectors shifted by half a step from the zone centre. Numerical differences of this free energy give d(Vμ)/dT = −8.90 k per atom. For γ = 0.02 the modulus slope therefore predicts

ΔS = ½ × (0.02)² × 8.90 k = 1.780 × 10⁻³ k per atom.

The vibration frequencies of the sheared and unsheared crystals give 1.782 × 10⁻³ k. At γ = 0.10 the frequencies give 4.58 × 10⁻² k and the slope 4.45 × 10⁻² k, so the quadratic law is 3 percent low. The last digits depend on the grid. A 24 × 24 × 24 grid gives a slope of about −8.85 k and entropies of 1.771 × 10⁻³ k and 4.55 × 10⁻² k, all about 0.6 percent smaller, and the comparison is unchanged.

Both numbers follow from the same free energy, so their agreement at small shear illustrates the link between softening and entropy and is not independent evidence for it. More than half of the entropy comes from the slight expansion of the sheared crystal at zero pressure, which also lowers its frequencies. At γ = 0.02 the volume grows by 1.6 × 10⁻⁴ of itself, and the same shear at fixed volume gives only 0.75 × 10⁻³ k per atom. The example does not validate the gate model at its own strain. At the surface of the hole e_rr = −2g/R = −0.4, which is far outside linear elasticity. There the proportionality between barrier and modulus is an assumption.

**Part (a): entropy from slope and enthalpy**

Write the migration free energy as

G(T) = C μ(T) + E_r.

In the gate model C = 8πRg², taken as independent of temperature for now. The constant E_r stands for any part of the barrier, such as local chemical bonding, that does not follow the modulus. Since μ′ = dμ/dT is negative,

S = −dG/dT = −Cμ′ = C|μ′|.

The enthalpy follows from H = G + TS:

H = C(μ + T|μ′|) + E_r.

This H is what an Arrhenius plot gives. With a rate proportional to exp(−G/kT), the slope of its logarithm against 1/T is −1/k times

d(G/T)/d(1/T) = G + (1/T) dG/d(1/T) = G − T dG/dT = H,

because dG/d(1/T) = −T² dG/dT. The tangent to the plot, continued to 1/T = 0, has the intercept

−G/kT + H/kT = S/k.

Let φ be the elastic share of the enthalpy, φ = C(μ + T|μ′|)/H. Then C = φH/(μ + T|μ′|), and

S = φ H |μ′| / (μ + T|μ′|).

The denominator has a simple meaning: it is the value at T = 0 of the straight line tangent to μ(T) at the working temperature.

Two limits show how this behaves. If μ = μ₀(1 − βT/T_m), where T_m is the melting temperature and β a dimensionless slope, the tangent is the curve itself and the denominator is μ₀. Then S = φβH/T_m, the familiar form of Zener's estimate, and H does not depend on temperature. In the opposite limit, T much less than θ, the given modulus has

|μ′| ≈ (Aθ/T²) exp(−θ/T),

which vanishes as T → 0. The elastic entropy vanishes with it, and the enhancement tends to one. The classical jump rate used below also loses its justification there.

**Part (b): the diffusion prefactor**

The octahedral site at (½, ½, 0)a has four nearest octahedral sites, at (0, ½, 0)a, (1, ½, 0)a, (½, 0, 0)a and (½, 1, 0)a. Each is a distance a/2 away. The jumps come in opposite pairs, so the mean displacement of the next jump is zero from any site, and successive jumps are uncorrelated. This site allows jumps along x and y; the other two orientations allow the other two pairs of axes. Averaging over the three equally occupied orientations makes the diffusion isotropic. For a dilute interstitial,

D = (1/6) × 4ν exp(−G/kT) × (a/2)² = (a²ν/6) exp(−G/kT).

Inserting G = H − TS gives

D = (a²ν/6) exp(S/k) exp(−H/kT).

The enhancement is therefore exp(S/k), measured against the bare prefactor

a²ν/6 = (2.9 × 10⁻¹⁰ m)² × (10¹³ s⁻¹)/6 = 1.40 × 10⁻⁷ m²/s.

An Arrhenius plot is drawn against 1/T, so the representative temperature is the one at the middle of the 1/T interval:

T = 2/(1/800 + 1/1000) K = 889 K.

Differentiating the given modulus,

|μ′| = (Aθ/T²) exp(θ/T)/[exp(θ/T) − 1]².

At 889 K this gives μ = 57.58 GPa and |μ′| = 0.02972 GPa/K. The tangent intercept is

μ + T|μ′| = 57.58 + 26.42 = 84.00 GPa.

It lies above the true low-temperature modulus of 80 GPa because μ(T) starts flat and bends downward before becoming nearly straight.

Take the barrier as fully elastic, φ = 1. Since the work is 0.867 eV at 80 GPa, the enthalpy is

H = 0.8674 eV × 84.00/80 = 0.911 eV,

and the entropy is

S = 0.911 eV × 0.02972/84.00 K⁻¹ = 3.22 × 10⁻⁴ eV/K = 3.74 k.

The enhancement and the prefactor are

exp(3.74) ≈ 42,

D₀ = 42 × 1.40 × 10⁻⁷ m²/s ≈ 5.9 × 10⁻⁶ m²/s.

A least-squares line through ln D, calculated from the model at 41 temperatures evenly spaced in 1/T over the window, returns the same H and S to the digits shown. The curvature of μ(T) is thus harmless within this window, although it matters when the line is extended to low temperature.

**What the factor of 42 compares**

The enhancement compares two prefactors at the same enthalpy. It is not the factor by which softening speeds up diffusion. At 889 K softening lowers the barrier from 0.867 to 0.624 eV. With kT = 0.0766 eV, the diffusion coefficient rises by

exp(0.243/0.0766) ≈ 24

relative to a crystal whose modulus stays at 80 GPa. The two factors differ because H = 0.911 eV exceeds the cold barrier. For linear softening H equals the cold barrier, and the two factors coincide.

This matters when the energy comes from a static first-principles calculation, which supplies the cold barrier rather than H. Each energy has its own modulus. For a fully elastic barrier,

S = H|μ′|/(μ + T|μ′|) = G(0)|μ′|/μ(0) = G(T)|μ′|/μ(T),

since each ratio of energy to modulus equals C. Mixing the pairs gives errors. Dividing H|μ′| by μ(T) would give S = 5.45 k and an enhancement of 234. Dividing it by the cold modulus would give 3.93 k and 51. The first mistake is serious because the modulus has already fallen by more than a quarter at 889 K.

The attempt frequency also needs a consistent meaning. Here ν is a fixed frequency that contains no change of the other vibrations at the saddle point. A harmonic transition-state calculation instead uses the product of all stable-site frequencies divided by the product of the real saddle-point frequencies. That ratio already contains vibrational entropy of migration, so multiplying it by exp(S/k) would count at least part of the softening twice. If the cell is held at fixed size, the ratio leaves out the entropy that comes with a change of volume, which the slope of a modulus at constant pressure includes. In the sheared Morse crystal above, that part was more than half of the total. For diffusion by vacancies, the entropy of vacancy formation enters as a separate factor that this estimate does not supply.

**Part (c): other cases**

*A partly elastic barrier.* Keep H = 0.911 eV but let half of it be elastic. Then φ = ½, S halves to 1.87 k, and the enhancement becomes the square root of 42, about 6.5. The elastic share is therefore a leading uncertainty, and the modulus data do not determine it.

*Thermal expansion.* Let the gate radius grow as R(T) = R(0)(1 + αT), with α = 1.3 × 10⁻⁵ K⁻¹, and write α̂ = R′/R = α/(1 + αT). The barrier is now G = 8πμRg², and S = −G d(ln G)/dT. What happens to g depends on what is held fixed.

If the strain g/R is fixed, G is proportional to μR³, and

d(ln G)/dT = μ′/μ + 3α̂.

Expansion opposes the fall of the modulus, and S decreases to 3.58 k.

If instead the solute keeps its size, R + g is fixed. Then g′ = −R′, and

d(ln G)/dT = μ′/μ + R′/R + 2g′/g = μ′/μ + α̂(1 − 2R/g).

The gate opens by itself on heating, so less work remains to be done. The last term is negative whenever g is less than 2R. With R/g near 5 the shrinking of the gap g outweighs the direct growth of R, and S rises to 4.17 k. This counts the gate alone. In a real crystal the stable site opens on heating too, which counteracts the rise.

| Case | H (eV) | S/k | exp(S/k) |
|---|---|---|---|
| Fully elastic, no expansion of gate | 0.911 | 3.74 | 42 |
| Half of H elastic | 0.911 | 1.87 | 6.5 |
| Expanding gate, fixed strain | 0.921 | 3.58 | 36 |
| Expanding gate, fixed solute size | 0.880 | 4.17 | 65 |

The two expansion rows keep the cold gate radius, the cold misfit and μ(T) unchanged, so H shifts slightly. They also keep a fixed in a²ν/6; letting it expand would raise the extrapolated prefactor of both rows by about 5 percent. They differ by nearly a factor of two in the prefactor, although the lattice expands by little more than one percent. A small misfit makes the barrier sensitive to the size of the gate.

*Uncertain slope.* Suppose |μ′| is 20 percent larger. If the cold barrier and cold modulus are known, C is fixed, S is proportional to |μ′|, and the enhancement is multiplied by

exp(0.2 × 3.74) ≈ 2.1.

If H and μ(T) are the known quantities, the denominator grows as well:

S = 0.911 × 0.03566/(57.58 + 31.70) eV/K = 3.64 × 10⁻⁴ eV/K = 4.22 k.

The enhancement then grows by exp(0.48) ≈ 1.6. Both are changes relative to the fully elastic case.

**Beside a real interstitial**

The lattice parameter, the cold modulus and the enthalpy are close in size to those of carbon in bcc iron, where the migration enthalpy is roughly 0.9 eV and the prefactor is of order 10⁻⁶ m²/s. The gate radius and misfit are model choices that set the enthalpy, so its agreement with iron does not test the gate. The fully elastic estimate, 5.9 × 10⁻⁶ m²/s, and the half-elastic one, 6.5 × 1.40 × 10⁻⁷ ≈ 9 × 10⁻⁷ m²/s, both lie within a factor of ten of that rough value. The comparison cannot decide between them, because the value is known here only as an order of magnitude, and the attempt frequency and the modulus slope are uncertain too. Iron also breaks the assumption of isotropy. An octahedral interstitial distorts its surroundings along one cubic axis, and the shear constants of iron soften at different rates, partly through its magnetism. If the relevant constant had a slope 20 percent steeper at the same C, the prefactor would rise by the factor 2.1 found above. The estimate is best read as an order of magnitude: for an enthalpy near 0.9 eV and a modulus that softens as assumed here, a mostly elastic barrier raises the bare prefactor by roughly one to two powers of ten. Since S is proportional to H, a lower barrier gains less.
